# Nonuniform film stress from wafer slopes, and where pointwise Stoney fails

A calculation of film buckling starts with a decision: which parts of the film are in compression? Suppose a slope map of the whole wafer is available. The usual shortcut multiplies the local curvature by Stoney's factor. In the example below this gives a tension of 15 MPa at a place where the film carries a compression of 20 MPa. A buckling calculation fed with that value would leave the compressed region out. The inversion therefore has to be designed around the reason for this error.

## What the pointwise rule assumes

The substrate is a circular plate of radius \(R\), thickness \(h\), Young's modulus \(E\) and Poisson ratio \(\nu\). It is isotropic and linear elastic, its rim is free, and its deflection is small. A continuous film of thickness \(t\ll h\) covers the upper face. Its stress \(\sigma(x,y)\) is equal in all in-plane directions, positive in tension, and varies over lengths much larger than \(h\). The height \(w\) is positive upwards and is the change caused by the film; the initial shape has been subtracted, and gravity and support forces are absent.

With \(\kappa_{xx}=\partial_x^2w\), and so on, define

\[
K=\kappa_{xx}+\kappa_{yy},\qquad W=\kappa_{xx}-\kappa_{yy}+2i\kappa_{xy}.
\]

\(K\) is the curvature sum. \(|W|\) is the difference of the principal curvatures, so \(W=0\) means a locally spherical shape.

Bending gives the upper face the strain \(-(h/2)\kappa_{\alpha\beta}\). A film under stress \(\sigma\) then changes its energy per area by \(t\sigma\) times the trace of this strain, which is \(-pK\) with

\[
p=\tfrac12 ht\sigma .
\]

The substrate's midplane also stretches, but in small-deflection theory and at leading order in \(t/h\) this is a separate problem and does not affect \(w\). For principal curvatures \(\kappa_1,\kappa_2\), the bending energy density is \((D/2)(\kappa_1^2+\kappa_2^2+2\nu\kappa_1\kappa_2)\), where \(D=Eh^3/[12(1-\nu^2)]\). Writing it with the sum and difference of the curvatures gives the total energy

\[
U=\int\left\{\frac D4\left[(1+\nu)K^2+(1-\nu)|W|^2\right]-pK\right\}dA .
\]

Completing the square, with \(K_0=2p/[D(1+\nu)]\), gives

\[
U=\frac D4\int\left[(1+\nu)(K-K_0)^2+(1-\nu)|W|^2\right]dA+\text{const}.
\]

Each piece of the plate would like to be spherical with curvature sum \(K_0\). Stoney's pointwise rule assumes that it succeeds, \(K=K_0\), and hence

\[
\sigma_{\rm St}=\frac{2}{ht}\,\frac{D(1+\nu)K}{2}=\frac{Eh^2}{12(1-\nu)t}\,K .
\]

When can this hold everywhere? At the minimum, \(U\) is stationary under \(w\to(1+\epsilon)w\), which requires

\[
\int\left[(1+\nu)(K-K_0)K+(1-\nu)|W|^2\right]dA=0 .
\]

If \(K=K_0\) everywhere, then \(W=0\) everywhere, so \(\kappa_{xy}=0\) and \(\kappa_{xx}=\kappa_{yy}\). Since \(\partial_y\kappa_{xx}=\partial_x\kappa_{xy}=0\), \(\kappa_{xx}\) does not depend on \(y\); likewise \(\kappa_{yy}\) does not depend on \(x\). Being equal, both are constant. Within this model, the pointwise rule is therefore right over the whole wafer only for uniform stress. Otherwise the pieces cannot all take their preferred spheres and still join into one surface. The plate compromises, and the compromise links distant points.

## The equation that replaces it

Let \(v\) be a small change of \(w\). Complex derivatives shorten the algebra. With \(z=x+iy\), let

\[
\partial=\tfrac12(\partial_x-i\partial_y),\qquad \bar\partial=\tfrac12(\partial_x+i\partial_y).
\]

Then \(K=4\partial\bar\partial w\) and \(W=4\bar\partial^2w\). The change of \(|W|^2/2\) is \(\mathrm{Re}(W\,4\partial^2v)=2(W\partial^2v+\bar W\bar\partial^2v)\) for real \(v\). Stationarity of \(U\) reads

\[
\int\left\{\left[\tfrac{D(1+\nu)}2K-p\right]\nabla^2v+D(1-\nu)\left(W\partial^2v+\bar W\bar\partial^2v\right)\right\}dA=0. \tag{1}
\]

It is linear in \(v\), so it also holds for complex \(v\).

First take \(v\) that vanishes near the rim. Two integrations by parts turn each of the last two terms into \(4\partial^2\bar\partial^2w\,v=\tfrac14\nabla^4w\,v\). Because \(\nabla^4w=\nabla^2K\), the result is

\[
\nabla^2\left[\tfrac{D(1+\nu)}2K-p+\tfrac{D(1-\nu)}2K\right]=\nabla^2(DK-p)=0 .
\]

Thus \(p=DK-H\), where \(H\) is harmonic, \(\nabla^2H=0\). Local data leave \(H\) undetermined; the free rim must supply it.

## What the free rim says

Combine the slopes \(s_x=\partial_xw\) and \(s_y=\partial_yw\) into \(G=s_x+is_y=2\bar\partial w\). On the rim expand

\[
G(R,\theta)=\sum_n g_ne^{in\theta}.
\]

The divergence theorem in complex form is

\[
\int\bar\partial F\,dA=\frac R2\oint Fe^{i\theta}d\theta,\qquad
\int\partial F\,dA=\frac R2\oint Fe^{-i\theta}d\theta .
\]

Put \(v=z^{n+2}\), \(n\ge0\), into (1). Here \(\nabla^2v=0\) and \(\bar\partial^2v=0\), which leaves \(\int Wz^n\,dA=0\). Since \(W=2\bar\partial G\) and \(\bar\partial z^n=0\),

\[
0=2\int\bar\partial(Gz^n)\,dA=R^{n+1}\oint Ge^{i(n+1)\theta}d\theta=2\pi R^{n+1}g_{-(n+1)} .
\]

So \(g_{-k}=0\) for every \(k\ge1\), however the stress \(\sigma(x,y)\) varies over the wafer, provided it is equal in all in-plane directions. This checks the data and the model together, without knowledge of \(\sigma(x,y)\).

To find \(H\), take \(v=z\bar z^{m+1}/[4(m+1)]\), \(m\ge0\). It has \(\nabla^2v=\bar z^m\), \(\partial^2v=0\) and \(\bar\partial^2v=\tfrac m4z\bar z^{m-1}\). With \(p=DK-H\), equation (1) becomes

\[
\int H\bar z^m dA=D(1-\nu)\left[\frac12\int K\bar z^m dA-\frac m4\int\bar Wz\bar z^{m-1}dA\right]. \tag{2}
\]

For \(m=0\) the last term is absent. For \(m\ge1\), use \(\bar W=2\partial\bar G\) and \(\bar\partial\bar G=K/2\). The product rule gives

\[
\tfrac12\bar Wz\bar z^{m-1}=\partial(\bar Gz\bar z^{m-1})-\bar G\bar z^{m-1},
\]
\[
m\bar G\bar z^{m-1}=\bar\partial(\bar G\bar z^m)-\tfrac12K\bar z^m .
\]

Multiply the first line by \(m\), insert the second and integrate:

\[
\frac m2\int\bar Wz\bar z^{m-1}dA=\frac12\int K\bar z^m dA+\frac{(m-1)R^{m+1}}2\oint\bar Ge^{-i(m-1)\theta}d\theta .
\]

The rim integral is \(2\pi\bar g_{-(m-1)}\). Its prefactor removes it for \(m=1\), and the rim condition removes it for \(m\ge2\). The last term in (2), including its minus sign, is therefore \(-\tfrac14\int K\bar z^mdA\), and

\[
\int H\bar z^m dA=c_mD(1-\nu)\int K\bar z^m dA,\quad c_0=\tfrac12,\quad c_{m\ge1}=\tfrac14. \tag{3}
\]

The curvature moments can also be moved to the rim. From \(K=2\partial G\) and \(\partial\bar z^m=0\),

\[
\int K\bar z^m dA=R^{m+1}\oint Ge^{-i(m+1)\theta}d\theta=2\pi R^{m+1}g_{m+1}. \tag{4}
\]

Now write \(\zeta=z/R\) and \(H=\mathrm{Re}\sum_{m\ge0}h_m\zeta^m\), with \(h_0\) real. Since \(\int|\zeta|^{2m}dA=\pi R^2/(m+1)\), the moment \(\int H\bar\zeta^mdA\) is \(\pi R^2h_0\) for \(m=0\) and \(\pi R^2h_m/[2(m+1)]\) for \(m\ge1\); the factor 2 comes from the real part. Equations (3) and (4) then give one expression for all \(m\),

\[
h_m=\frac{D(1-\nu)}R(m+1)g_{m+1}.
\]

With \(n=m+1\) and \(\sigma=2p/(ht)\), the inversion is

\[
\sigma=A\left[K-(1-\nu)S\right],\qquad A=\frac{Eh^2}{6(1-\nu^2)t}, \tag{5}
\]
\[
S=\frac1R\,\mathrm{Re}\sum_{n\ge1}n\,g_n\zeta^{n-1}.
\]

\(K\) is local, while \(S\) carries the influence of the rest of the wafer. For a spherical cap with \(w=\kappa r^2/2\), \(g_1=\kappa R\) is the only coefficient, so \(K=2\kappa\), \(S=\kappa\) and \(\sigma=A(1+\nu)\kappa\). This is Stoney's result.

## How large the Stoney error is

In terms of \(A\), the pointwise rule is \(\sigma_{\rm St}=A(1+\nu)K/2\). Subtracting it from (5) gives

\[
\sigma-\sigma_{\rm St}=A(1-\nu)\left(\frac K2-S\right). \tag{6}
\]

Let \(\bar K\) be the wafer mean of \(K\), and \(PK\) its orthogonal projection onto harmonic functions. The projection keeps all harmonic moments, so (3) is equivalent to \(S=(\bar K+PK)/4\). The inversion then acts separately on three classes of field:

- For uniform \(K\), \(S=K/2\), and \(\sigma_{\rm St}/\sigma=1\).
- For harmonic \(K\) of zero mean, \(S=K/4\) and \(\sigma=A(3+\nu)K/4\), so the ratio is \(2(1+\nu)/(3+\nu)\).
- For \(K\) orthogonal to all harmonic functions, \(S=0\) and \(\sigma=AK\), so the ratio is \((1+\nu)/2\).

Each class of \(K\) corresponds to the same class of \(\sigma\), because (5) only multiplies it by a nonzero number. The wafer mean from Stoney is therefore correct, while the harmonic and orthogonal parts of the variation about it are each reduced. Because the two factors differ, the total deviation from the mean can still grow at a point where these parts have opposite signs. For \(\nu=0.25\) the two reduced ratios are 0.769 and 0.625. These ratios, and the equality of the means, were tested against direct minimisation of the plate energy. At \(\nu=0\) they would fall to 2/3 and 1/2.

A small feature shows the second limit. Let its contribution \(K_f\) to the curvature sum be confined to \(|z|\le b<R\). Equation (4) bounds its rim coefficients by \(|g_{m+1}|\le(b/R)^m\int|K_f|dA/(2\pi R)\). Summing the series gives its contribution to \(S\):

\[
|S_f|\le\frac{\int|K_f|\,dA}{2\pi R^2\,(1-b|\zeta|/R)^2}.
\]

At fixed peak value of \(|K_f|\) and fixed distance from the rim, this vanishes with the feature's area. Stoney then returns the fraction \((1+\nu)/2\) of the local stress change. Making the feature smaller does not make the pointwise rule better, provided the feature stays much wider than \(h\). Close to the rim the denominator can be small, and the bound no longer ensures a negligible \(S_f\).

## Turning the formula into a scheme

The formula suggests how to treat the data. Differentiating the two slope components independently would permit a field that belongs to no surface. Instead, one polynomial height is fitted so that its gradient matches both components by least squares. The steps are:

1. Subtract the map taken before deposition.
2. Fit the gradient of a polynomial height to all valid pixels.
3. Evaluate \(K\) from the fitted polynomial.
4. Evaluate \(G\) at equally spaced rim angles and Fourier transform it.
5. Inspect \(g_{-k}\), then apply (5).

The nonlocal term uses only the slope on the rim. The factor \(n\) in \(S\) acts as a derivative along the rim; well inside the wafer, the powers of \(|\zeta|\) outweigh this factor at high \(n\), but near the edge coefficients of moderate \(n\) remain amplified. If the outermost ring is unmeasured, the fit must extrapolate across it. A uniform tilt enters \(g_0\), which (5) does not use.

The check in step 5 has a definite scope. An added saddle \(a(x^2-y^2)/R^2\) has \(K=0\) and rim slope \((2a/R)e^{-i\theta}\). For \(a=5\) µm and \(R=0.15\) m this makes \(g_{-1}=66.7\) µrad, while the recovered stress is unchanged; the numerical output shows both. The coefficient \(g_{-1}\) thus reveals a disturbance that the stress map conceals. It does not identify the cause: a film with unequal stresses along \(x\) and \(y\) also adds a saddle component to the shape, and hence a nonzero \(g_{-1}\). Nor does every disturbance show up: an unsubtracted spherical bow has no negative coefficients, yet is read as film stress. Apart from noise, vanishing \(g_{-k}\) is necessary for the data to agree with the model, but it does not guarantee the stress.

## A dip that changes sign

The example uses round model parameters: \(R=150\) mm, \(h=0.7\) mm, \(E=150\) GPa, \(\nu=0.25\) and \(t=200\) nm. The stress is 100 MPa with a Gaussian dip of depth 120 MPa and standard width 45 mm, centred at \(x=60\) mm, \(y=0\). The slope map comes from minimising \(U\), without use of (5). It is sampled every 4 mm, with the outer 3 mm left out.

The prefactors are \(A=65.333\) GPa m and \(A(1+\nu)/2=40.833\) GPa m. With curvature in km⁻¹ these give stress in MPa. The first four rim coefficients are 145.547, −11.022, −3.920 and −1.298 µrad. At the dip centre \(\zeta=0.4\), and these four terms give

\[
S\approx\frac{145.547-8.818-1.882-0.332}{0.15\ \mathrm m}\ \text{µrad}=0.897\ \mathrm{km^{-1}}.
\]

The full sum is 0.8964 km⁻¹. The local curvature sum is \(K=0.3662\) km⁻¹, so

\[
\sigma=65.333\,(0.3662-0.75\times0.8964)=-20.0\ \mathrm{MPa},
\]
\[
\sigma_{\rm St}=40.833\times0.3662=15.0\ \mathrm{MPa}.
\]

The surface at the dip is still curved upwards because the surrounding tensile film bends the plate there too. Stoney assigns that curvature to the film directly above it. Keeping only \(g_1\) in \(S\) would give \(65.333(0.3662-0.75\times0.9703)=-23.6\) MPa. The sign would be right, but the higher coefficients still contribute 3.6 MPa.

The error changes sign across the wafer:

| \(x\) (mm), \(y=0\) | true (MPa) | Stoney (MPa) |
|---|---|---|
| −100 | 99.8 | 94.3 |
| 0 | 50.7 | 61.4 |
| 60 | −20.0 | 15.0 |
| 140 | 75.3 | 69.2 |

Both means are 79.2 MPa, so agreement of the mean does not validate the map. Over the measured area the Stoney error is 9.9 MPa rms and reaches 35 MPa. Equation (5) recovers the clean map to about \(10^{-6}\) MPa. That figure compares the inversion with the energy minimisation, using the same polynomial degree for both; it is not an estimate of measurement accuracy.

## Noise and the choice of fit

Independent noise of 0.5 µrad rms was added to each slope component. For one noise sample, fits of degree 10, 14 and 18 gave rms stress errors of 0.95, 0.76 and 1.32 MPa. The test required the degree-14 error to be less than one third of the Stoney error.

A low degree can miss part of the stress pattern, while a high degree leaves more freedom to follow noise. The best of these three results is consistent with a balance between the two. The slope residuals, 0.499, 0.494 and 0.492 µrad, all lie close to the noise level, but their differences carry information. The three fits have 65, 119 and 189 coefficients for 8474 slope values. If a higher degree fitted only noise, the sum of squared residuals, divided by the noise variance, would fall by about one per added coefficient. From degree 10 to 14 it falls by about 170 for 54 added coefficients, so degree 10 misses part of the pattern. From degree 14 to 18 it falls by less than the 70 added coefficients, which gives no sign of further structure. Among these three degrees the comparison favours 14, but it relies on independent noise of known size, and it does not locate the optimum: at degree 14 the error is already almost all noise, and degree 12 gives a smaller error. A residual well above the noise would reject a fit; a residual near it does not certify the stress. A practical choice is to repeat the inversion on synthetic maps with the expected feature width and noise.

## Where the formula stops

The film load was taken as fixed while the plate deformed. For uniform stress, the substrate surface strain has a stretching part \(-(1-\nu)\sigma t/(Eh)\) and a bending part three times as large. With film modulus \(E_f\) and Poisson ratio \(\nu_f\), the relative loss of film stress is

\[
\frac{4E_f(1-\nu)t}{(1-\nu_f)Eh}.
\]

For \(E_f=100\) GPa and \(\nu_f=0.30\) this is about \(8\times10^{-4}\), or 0.08 MPa in 100 MPa.

A separate axisymmetric calculation, with the same dip moved to the wafer centre, retained film stiffness and midplane stretching. Its largest loss was 0.075 MPa, and (5) recovered the mean in-plane stress to within 0.027 MPa. The radial and hoop stresses differed by at most 0.020 MPa. For a film ten times thicker all three numbers grew about tenfold, as expected for an error of first order in \(t/h\).

Other limits are separate from this first-order error. A patterned film has stress steps at its edges, where variation over lengths comparable with \(h\) defeats plate theory. A cubic (001) wafer, such as the common silicon wafer, needs an anisotropic bending energy, which changes both the interior equation and the rim condition. Equation (5) is then only an approximation; for the stress pattern above on silicon, with the biaxial modulus matched, its largest local error is about 2 MPa for the orientation-averaged \(\nu\approx0.16\) and 8 to 10 MPa for the directional values 0.28 and 0.06. Large bow couples bending to stretching. Even at small bow, a nonuniform film leaves in-plane forces that act on the slopes. Here the height range is 11 µm, under 2% of the thickness, and this coupling changes the stress from (5) by only about 0.1 MPa. The relative effect of these in-plane forces grows in proportion to the film force \(t\sigma\). The stretching caused by the bow itself is below 0.01 MPa here but grows roughly as the square of \(t\sigma\), and is of similar size for a film ten times thicker. Gravity or support forces that differ between the two maps add loads absent from (1).

Within these limits, the buckling calculation should take its stress from (5). The pointwise rule remains adequate for the mean over the whole wafer, edge zone included, and for a map when the error (6) is smaller than the stress difference on which the decision depends. The remaining checks and values are in the numerical output.

## Computed results

```
wafer radius 150 mm, thickness 0.7 mm
substrate modulus 150 GPa, Poisson ratio 0.25
film thickness 200 nm
background stress 100 MPa, dip 120 MPa
dip centre x = 60 mm, width 45 mm
map pitch 4 mm, edge exclusion 3 mm, pixels 4237
bending stiffness D 4.5733 N m
nonlocal prefactor 65.333 GPa m
Stoney factor on K 40.833 GPa m
height range without tilt 10.98 um
largest slope component 156.1 urad
rim coefficient g_1 145.547 urad
rim coefficient g_2 -11.022 urad
rim coefficient g_3 -3.920 urad
rim coefficient g_4 -1.298 urad
largest negative-frequency coefficient 1.0e-10 urad
Stoney/true ratio, uniform: 1.0000
Stoney/true ratio, harmonic m=3: 0.7692
Stoney/true ratio, radial orthogonal: 0.6250
Stoney/true ratio, m=3 orthogonal: 0.6250
point x=60 mm y=0 mm: K 0.3662 1/km, rim sum 0.8964 1/km
  stress true -20.00, Stoney 14.95, nonlocal -20.00 MPa
point x=0 mm y=0 mm: K 1.5032 1/km, rim sum 0.9703 1/km
  stress true 50.67, Stoney 61.38, nonlocal 50.67 MPa
point x=-100 mm y=0 mm: K 2.3085 1/km, rim sum 1.0416 1/km
  stress true 99.78, Stoney 94.26, nonlocal 99.78 MPa
point x=140 mm y=0 mm: K 1.6942 1/km, rim sum 0.7224 1/km
  stress true 75.29, Stoney 69.18, nonlocal 75.29 MPa
wafer mean stress: true 79.243, Stoney 79.243 MPa
Stoney error: rms 9.88, maximum 34.99 MPa
nonlocal error, clean map: maximum 1.1e-06 MPa
added slope noise 0.5 urad rms per component
fit degree 10: stress error 0.95 MPa rms, slope residual 0.499 urad
fit degree 14: stress error 0.76 MPa rms, slope residual 0.494 urad
fit degree 18: stress error 1.32 MPa rms, slope residual 0.492 urad
saddle amplitude 5 um: g_-1 66.67 urad
stress change due to saddle 2.9e-10 MPa
layered test film: modulus 100 GPa, Poisson ratio 0.30
layered test, film 200 nm: recovery error 0.0270 MPa
  radial-hoop difference 0.0197, stress relaxation 0.0747 MPa
layered test, film 2000 nm: recovery error 0.2684 MPa
  radial-hoop difference 0.1952, stress relaxation 0.7420 MPa
```
